# Local-field factors of an infinite chain of polarizable dipoles

## Problem

Identical polarizable units sit on a straight line at $z=na$, with $n$ running over all integers. Each responds as an isotropic, linear point dipole: a field $F$ at its site induces the dipole $p=\alpha F$. A static uniform field $E_0$, produced by distant fixed charges, acts on the chain. Use units with $4\pi\varepsilon_0=1$, as in the Hartree atomic system, so that $\alpha$ is a volume. Define $x=\alpha/a^3$ and the response factor

$$g=\frac{\text{induced dipole per site in the chain}}{\alpha E_0},$$

whose denominator is the dipole of an isolated unit in the same field.

1. Find the field of a dipole at a point on its axis and at a point in its equatorial plane.
2. For $x=0.10$, show that neighbours multiply the response to a field along the chain by 1.93 and the response to a field across it by 0.81.
3. For which $x$ is the unpolarized chain stable in zero field?
4. Take $a=0.30$ nm, $\alpha=0.0027$ nm³ and $E_0=1$ MV/cm, a deliberately dense point-dipole illustration with a polarizability typical of a small nonpolar hydrocarbon group, such as occurs in organic low-k insulators. Find the site fields and dipoles, and judge how far the idealizations matter.

## Solution

### 1. The field of one dipole

Place charges $+q$ and $-q$ a distance $\delta$ apart, with $p=q\delta$ pointing from the negative to the positive charge. At a distance $r$ from the centre, on the axis beyond the positive charge, the field component along $p$ is

$$\frac{q}{(r-\delta/2)^2}-\frac{q}{(r+\delta/2)^2}
=\frac{2qr\delta}{(r^2-\delta^2/4)^2}\;\longrightarrow\;\frac{2p}{r^3},$$

where the limit is $\delta\to0$ at fixed $p$. On the other side the negative charge is nearer and attracts a positive test charge towards the centre, which is again the direction of $p$. The field there is also $+2p/r^3$.

At a distance $r$ in the equatorial plane, both charges are at the distance $R=\sqrt{r^2+\delta^2/4}$. Their field components perpendicular to $p$ cancel. Each contributes $-(q/R^2)(\delta/2)/R$ along $p$, so the total is

$$-\frac{q\delta}{R^3}\;\longrightarrow\;-\frac{p}{r^3}.$$

A dipole therefore aids the field at a neighbour in front of or behind it, and opposes the field at a neighbour beside it.

### 2. The two response factors

**Equations for the dipoles.** All separations lie along $z$. Dipoles along the chain see each other on axis; dipoles across it see each other in the equatorial plane. In both cases the field is collinear with the dipole that makes it (in the same direction on axis, in the opposite direction in the equatorial plane), so the two directions decouple. With the site field equal to the applied field plus the fields of all the other dipoles,

$$p_n^{\parallel}=\alpha\Big(E_0^{\parallel}+\sum_{m\ne n}\frac{2p_m^{\parallel}}{a^3|n-m|^3}\Big),\qquad
p_n^{\perp}=\alpha\Big(E_0^{\perp}-\sum_{m\ne n}\frac{p_m^{\perp}}{a^3|n-m|^3}\Big).$$

**The lattice sum.** There are two neighbours at each distance $ka$, one on either side. Hence

$$\sum_{m\neq n}\frac1{|n-m|^3}=2\sum_{k=1}^{\infty}\frac1{k^3}=2\zeta(3).$$

The first ten terms of $\zeta(3)$ add up to 1.197532. Since $1/k^3$ decreases with $k$, the remaining terms lie between two integrals:

$$\int_{11}^{\infty}\frac{dk}{k^3}=\frac1{2\cdot11^2}\;<\;\sum_{k=11}^{\infty}\frac1{k^3}\;<\;\int_{10}^{\infty}\frac{dk}{k^3}=\frac1{2\cdot10^2}.$$

This gives $1.201664<\zeta(3)<1.202532$. The value is 1.202057.

**Why the dipoles are equal.** Suppose two bounded solutions exist for the same field along the chain. Their difference $d_n$ obeys the same equation without $E_0$. If $D$ is the least upper bound of $|d_n|$, then

$$|d_n|\le \alpha\sum_{m\ne n}\frac{2|d_m|}{a^3|n-m|^3}\le 4\zeta(3)x\,D
\quad\Rightarrow\quad D\le 0.481\,D .$$

This requires $D=0$. Across the chain the coefficient is $2\zeta(3)x=0.240$, and the same conclusion follows. There is thus at most one bounded solution for each direction, and the uniform solution found next is that one.

**Solving.** Put $p_m=p$ for all $m$. Along the chain,

$$p^{\parallel}=\alpha E_0^{\parallel}+4\zeta(3)x\,p^{\parallel}
\quad\Rightarrow\quad
g_\parallel=\frac{1}{1-4\zeta(3)x}.$$

Across the chain,

$$p^{\perp}=\alpha E_0^{\perp}-2\zeta(3)x\,p^{\perp}
\quad\Rightarrow\quad
g_\perp=\frac{1}{1+2\zeta(3)x}.$$

For $x=0.10$,

$$g_\parallel=\frac1{1-0.48082}=1.926,\qquad g_\perp=\frac1{1+0.24041}=0.806 .$$

The hand bounds on $\zeta(3)$ confine $g_\parallel$ to 1.9255–1.9268 and $g_\perp$ to 0.8061–0.8062. To two decimals the factors are 1.93 and 0.81, as was to be shown. A direct solution for a finite chain of 401 sites, with the full three-dimensional dipole coupling, gives 1.9261 and 0.8062 for its central dipole.

**Reading the result.** The coupling along the chain is twice as strong as the coupling across it, but feedback widens the contrast further. Along the chain each added dipole strengthens the field that polarizes its neighbours; across the chain it weakens that field. Nearest neighbours supply $1/\zeta(3)=83.2\,\%$ of either sum. Keeping them alone would give $1/(1-4x)=1.667$ and $1/(1+2x)=0.833$, so the more distant sites matter considerably for the longitudinal factor.

For small $x$, write $s=4\zeta(3)x$ and expand:

$$g_\parallel=1+s+s^2+\dots,\qquad g_\perp=1-\frac s2+\frac{s^2}{4}-\dots$$

There are two transverse directions, so the average over three perpendicular field directions is

$$\frac{g_\parallel+2g_\perp}{3}=1+\frac{s-s}{3}+\frac{s^2+s^2/2}{3}+\dots=1+\frac{s^2}{2}+\dots$$

To first order the gain along the chain is cancelled by the two losses across it. A net gain appears at second order. At $x=0.10$ the full factors give $(1.926+2\times0.806)/3=1.18$.

The anisotropy also turns the induced dipoles. If $E_0$ makes an angle of 45° with the chain, its two components are equal, and the dipole makes the angle

$$\theta=\arctan\frac{g_\perp}{g_\parallel}=\arctan\frac{0.806}{1.926}=22.7^\circ$$

with the chain, although each unit by itself is isotropic.

### 3. Stability

Creating a dipole $p$ in a linear unit costs the energy $p^2/(2\alpha)$: minimizing $p^2/(2\alpha)-pF$ gives back $p=\alpha F$. In zero applied field, the energy of a pattern of dipoles is

$$U=\sum_n\frac{(p_n^\parallel)^2+|\mathbf p_n^\perp|^2}{2\alpha}
-\frac12\sum_{n\neq m}\frac{2p_n^\parallel p_m^\parallel-\mathbf p_n^\perp\!\cdot\mathbf p_m^\perp}{a^3|n-m|^3}.$$

The factor $\tfrac12$ in the second term corrects for counting each pair twice. Consider patterns for which $\sum_n p_n^2$ is finite. The inequality $p_np_m\le(p_n^2+p_m^2)/2$ gives

$$\sum_{n\ne m}\frac{p_n^\parallel p_m^\parallel}{|n-m|^3}\le 2\zeta(3)\sum_n (p_n^\parallel)^2 ,$$

and the transverse sum is bounded in magnitude in the same way. Therefore

$$U\ge\frac12\Big(\frac1\alpha-\frac{4\zeta(3)}{a^3}\Big)\sum_n(p_n^\parallel)^2
+\frac12\Big(\frac1\alpha-\frac{2\zeta(3)}{a^3}\Big)\sum_n|\mathbf p_n^\perp|^2 .$$

Both brackets are positive if

$$x<\frac1{4\zeta(3)}=0.208 ,$$

and every nonzero pattern then costs energy. The limit cannot be raised. In a long block of equal longitudinal dipoles, almost every site has its neighbours in place out to large distances, so the first inequality approaches equality as the block grows. Above the limit, a sufficiently long block has negative energy.

At the limit $g_\parallel$ diverges. Above it the formula returns a negative $g_\parallel$, which describes no stable state: the linear model would polarize without bound. The value $x=0.10$ is about half the limit.

### 4. The row of hydrocarbon groups

**Site fields and dipoles.** The ratio is

$$x=\frac{0.0027\ \text{nm}^3}{(0.30\ \text{nm})^3}=\frac{0.0027}{0.0270}=0.10 .$$

The site field is $F=p/\alpha=gE_0$. It equals 1.93 MV/cm for a field along the row, of which the neighbours supply $+0.93$ MV/cm. For a field across the row it is 0.81 MV/cm, with $-0.19$ MV/cm from the neighbours.

In SI units an isolated unit has $p=4\pi\varepsilon_0\alpha E_0$. With $\alpha=2.7\times10^{-30}$ m³ and $E_0=10^8$ V/m this is 9.0 millidebye (mD). In the row it becomes

$$1.93\times9.0\ \text{mD}\approx17\ \text{mD}\ \text{(along)},\qquad
0.81\times9.0\ \text{mD}\approx7.3\ \text{mD}\ \text{(across)}.$$

**Density.** Keep $\alpha$ fixed and widen the spacing to 0.40 nm. Then $x=0.0422$, and the factors move to 1.254 and 0.908. Conversely, the point-dipole model with this $\alpha$ becomes unstable below

$$a=[4\zeta(3)\alpha]^{1/3}=0.235\ \text{nm}.$$

**Extended charge clouds.** Replace each point charge in the dipoles by a Gaussian cloud of rms width $s_c$ per axis. The relative position of two charge elements then has the variance $2s_c^2$ per axis, and the mean Coulomb interaction of two unit clouds is

$$V(r)=\frac{\operatorname{erf}(r/2s_c)}{r}.$$

This can be checked with Poisson's equation:

$$\nabla^2V=\frac1r\frac{d^2(rV)}{dr^2}=-\frac{e^{-r^2/4s_c^2}}{2\sqrt\pi\,s_c^3}=-4\pi\,\frac{e^{-r^2/4s_c^2}}{(4\pi s_c^2)^{3/2}},$$

which is the correct normalized Gaussian source. The potential of a dipole is $-\mathbf p\cdot\nabla V$, so its field is $\nabla(\mathbf p\cdot\nabla V)$. The couplings are $V''(r)$ along the line and $V'(r)/r$ across it; for $V=1/r$ they return $2/r^3$ and $-1/r^3$. With the chosen width $s_c=0.07$ nm the factors become 1.739 and 0.810. Softening the near-neighbour coupling lowers the longitudinal factor by about 10 %.

**Finite length.** In a row of ten units, the ends lack neighbours on one side. The mean factors are 1.741 and 0.829.

**A second row.** Put an identical parallel row at the distance $D=0.5$ nm, in register with the first. By symmetry both carry the same dipoles.

- For a field pointing from one row to the other, treat the second row as a continuous line. A line charge $\lambda$ has the field $2\lambda/D$; two opposite lines, slightly displaced, give $2p/(aD^2)$. In units of $p/a^3$ this is $2(a/D)^2=0.72$, and the discrete sum gives 0.7219. The factor rises to $1/(1+0.2404-0.0722)=0.856$.
- For a field along the rows, a uniformly polarized continuous line has no net charge away from its ends, and so produces no field. The discrete sum leaves a coupling of $-0.0017$, and the factor is 1.925.

**Irregular spacing.** Give each unit a random Gaussian displacement along the row with an rms value of 0.01 nm. The mean factors become 1.951 and 0.804, with a standard error of 0.001 for the first. Most of the longitudinal rise comes from the curvature of $1/r^3$. For a relative displacement $u$ of two nearest neighbours, in units of $a$,

$$\langle(1+u)^{-3}\rangle\approx1+6\langle u^2\rangle,\qquad
\langle u^2\rangle=2\Big(\frac{0.01}{0.30}\Big)^2=0.0022 .$$

This raises the nearest-neighbour coupling, 4 in units of $1/a^3$, by 0.053. Because $dg_\parallel=g_\parallel^2\,x\,dS$ for a change $dS$ of the coupling sum, the factor rises by $1.926^2\times0.10\times0.053=0.020$, out of the 0.025 found.

**Nuclear motion and nonlinearity.** In a static field the nuclei also shift. If this adds 10 % to $\alpha$, the factors become 2.123 and 0.791, each relative to an isolated unit with the larger $\alpha$. This share is a deliberately large choice that shows the sensitivity; for a nonpolar unit such as methane the nuclear share is only about 1 %. For a small change of $\alpha$, the formula gives $dg_\parallel/g_\parallel=(g_\parallel-1)\,d\alpha/\alpha$. Here $g_\parallel-1=0.93$, so the longitudinal factor changes by about as much, in relative terms, as $\alpha$ itself; in a less dense row it changes by less. Nonlinearity is negligible here: with $p=\alpha F+\gamma F^3/6$ and a rough chosen $\gamma=2000$ atomic units, the cubic term is about $3\times10^{-6}$ of the linear one at the larger site field.

**Comparison with a real insulator.** The chosen $\alpha$ is roughly that of a methane-sized group. The spacing of 0.30 nm is tighter than the rough 0.4 nm contact distance of unbonded groups, so the example is a dense case. Groups joined by bonds can be closer, but they share electrons, and separate point dipoles are then a poor description. Within the model, cloud size and row length each lower the longitudinal factor by roughly 0.2, while a nuclear share of about 1 %, as for methane, raises it by only about 0.02 (a 10 % share would raise it by about 0.2). The Gaussian clouds describe only the electrostatic softening of the coupling; these estimates leave out the quantum-mechanical side of overlapping electron clouds, including exchange repulsion. For unbonded groups only 0.30 nm apart, this can lower the longitudinal factor by more than any correction listed here. The value 1.93 is therefore a property of the point-dipole model, not a prediction for a real row of hydrocarbon groups. A real film also surrounds the row with polarizable matter on all sides; one neighbouring row already moves the transverse factor from 0.81 to 0.86 for a field pointing towards it, and to 0.76 for a field perpendicular to the plane of the two rows. Finally, $E_0$ is the field before the row is inserted, not the macroscopic field in a film, so neither factor may be read as a ratio of permittivities. The remaining figures are listed in the numerical output.

## Calculated quantities

```
spacing a = 0.30 nm
polarizability volume alpha = 0.0027 nm^3
applied field = 1.00 MV/cm
x = alpha/a^3 = 0.1000 (no unit)
first ten terms of zeta(3) = 1.197532
bounds on zeta(3) = 1.201664 to 1.202532
zeta(3) = 1.202057
g_par from the bounds = 1.9255 to 1.9268
g_perp from the bounds = 0.8061 to 0.8062
coupling sum along, charge pairs = 4.80823 /a^3
coupling sum along, 4 zeta(3) = 4.80823 /a^3
coupling sum across, charge pairs = -2.40411 /a^3
coupling sum across, -2 zeta(3) = -2.40411 /a^3
4 zeta(3) x = 0.48082
2 zeta(3) x = 0.24041
g_par = 1.9261
g_perp = 0.8062
central dipole of 401 sites, along = 1.9261
central dipole of 401 sites, across = 0.8062
nearest neighbours only, along = 1.6667
nearest neighbours only, across = 0.8333
nearest-neighbour share of the sum = 83.2 %
stability limit of x = 0.2080
same from 401-site eigenvalue = 0.2080
smallest stable spacing = 0.2350 nm
site field along = 1.926 MV/cm
site field across = 0.806 MV/cm
neighbour field along = +0.926 MV/cm
neighbour field across = -0.194 MV/cm
isolated dipole = 9.01 mD
chain dipole along = 17.35 mD
chain dipole across = 7.26 mD
dipole angle to chain for field at 45 deg = 22.7 deg
at a = 0.40 nm: x = 0.0422
at a = 0.40 nm: along 1.254, across 0.908
clouds of rms width 0.07 nm per axis: along 1.739, across 0.810
mean over 10 units: along 1.741, across 0.829
second chain at 0.5 nm, coupling: along -0.0017, towards it 0.7219 /a^3
with second chain: along 1.925, towards it 0.856
rms displacement 0.01 nm: along 1.951, across 0.804
standard errors: along 0.0011, across 0.0001
alpha raised by 10 %: along 2.123, across 0.791
chosen hyperpolarizability = 2000 atomic units
relative nonlinear part of dipole = 2.6e-06
```
